\section*{Fano's Profile for One Discrete State, with Helium 2s2p}

\section{A case that can be solved at sight}

Take a ladder of levels $E_k=k\delta$, $k$ any integer, and one further state $\varphi$ of energy $E_\varphi$. Let $\varphi$ couple to every rung with the same real strength $V\sqrt\delta$. Light takes a ground state $g$ to each rung with amplitude $t\sqrt\delta$ and to $\varphi$ with amplitude $t_\varphi$. The factors $\sqrt\delta$ keep squared amplitudes per unit energy fixed as the ladder becomes a continuum, $\delta\to0$.

An eigenstate with component $a$ on $\varphi$ and $b_k$ on the rungs obeys
\begin{equation}
(E-E_\varphi)a=V\sqrt\delta\sum_k b_k,\qquad (E-k\delta)b_k=V\sqrt\delta\,a .
\end{equation}
No eigenvalue coincides with a rung: at $E=k\delta$ the second equation gives $a=0$, then all other $b$ vanish, and the first equation removes $b_k$ too. We may therefore divide by $E-k\delta$. With $x=E/\delta$,
\begin{equation}
E-E_\varphi=V^2\sum_k\frac1{x-k}=\pi V^2\cot\pi x .
\end{equation}
The sum is taken symmetrically. It equals $\pi\cot\pi x$ because both sides have period 1 and the same poles and residues; their difference is a bounded entire function, hence constant, and it is odd, hence zero.

Define $\epsilon=(E-E_\varphi)/(\pi V^2)$, so that $\cot\pi x=\epsilon$. Differentiating the sum gives $\sum_k(x-k)^{-2}=\pi^2/\sin^2\pi x=\pi^2(1+\epsilon^2)$. Normalization and transition amplitude are then
\begin{align}
\frac1{a^2}&=1+V^2\delta\sum_k\frac1{(E-k\delta)^2}
=1+\frac{\pi^2V^2}{\delta}(1+\epsilon^2),\\
A&=a\Big[t_\varphi+Vt\,\delta\sum_k\frac1{E-k\delta}\Big]
=a\,\pi Vt\,(q+\epsilon),\qquad q=\frac{t_\varphi}{\pi Vt}.
\end{align}
Between neighbouring rungs $-\cot\pi x$ rises from $-\infty$ to $\infty$, so there is one eigenvalue in each gap. As $\delta\to0$, $\epsilon$ hardly changes from one to the next, and their density tends to $1/\delta$. The strength per unit energy becomes
\begin{equation}
\frac{A^2}{\delta}=\frac{\pi^2V^2t^2(q+\epsilon)^2}{\delta+\pi^2V^2(1+\epsilon^2)}
\longrightarrow t^2\,\frac{(q+\epsilon)^2}{1+\epsilon^2}.
\end{equation}
The term $q$ comes from the discrete state and the term $\epsilon$ from the continuum. They add as amplitudes and cancel at $\epsilon=-q$, which for $q\neq0$ lies on one side of the resonance. The rest of the derivation allows $V$ and $t$ to depend on energy.

\section{Assumptions and theorem}

Let $\varphi$ be normalized and let $\psi_E$ be one continuum, orthogonal to $\varphi$ and already diagonal in $H$:
\begin{align}
\langle\psi_E|\psi_{E'}\rangle&=\delta(E-E'), & \langle\psi_E|H|\psi_{E'}\rangle&=E\,\delta(E-E'),\\
\langle\varphi|H|\varphi\rangle&=E_\varphi, & \langle\psi_E|H|\varphi\rangle&=V(E).
\end{align}
These states span the space considered. Let $T$ be the operator of a weak transition from $g$, treated to first order, with $t(E)=\langle\psi_E|T|g\rangle$ and $t_\varphi=\langle\varphi|T|g\rangle$. We take $V$, $t$, $t_\varphi$ real, as is possible for a real Hamiltonian with standing-wave continuum functions and a real $T$. $V$ and $t$ are smooth, the integrals below converge, and $E$ lies inside the continuum with $V(E)\neq0$, $t(E)\neq0$. Note that $V^2$ is an energy, since $\psi_E$ carries the dimension (energy)$^{-1/2}$. P denotes a principal value.

\paragraph{Theorem.} Let $\Psi_E$ be the eigenstates of $H$ in the continuum, normalized per unit energy. Then
\begin{equation}
\frac{|\langle\Psi_E|T|g\rangle|^2}{|\langle\psi_E|T|g\rangle|^2}=\frac{(q+\epsilon)^2}{1+\epsilon^2},
\label{fano}
\end{equation}
where
\begin{align}
\epsilon&=\frac{E-E_\varphi-F(E)}{\pi V(E)^2}, & F(E)&=\mathrm P\!\!\int\!\frac{V(E')^2}{E-E'}\,dE',\label{eps}\\
q&=\frac{t_\Phi(E)}{\pi V(E)t(E)}, & t_\Phi(E)&=t_\varphi+\mathrm P\!\!\int\!\frac{V(E')t(E')}{E-E'}\,dE'.\label{q}
\end{align}

The amplitude $t_\Phi$ belongs to the discrete state dressed by an admixture of continuum. Changing the sign of $\varphi$ changes $V$ and $t_\Phi$ together; changing the sign of the continuum functions changes $V$ and $t$ together. Hence the sign of $q$ has physical meaning.

\section{Proof}

\paragraph{Lemma 1 (form of the eigenstate).} Up to a factor, the eigenstate at $E$ is $\Psi_E=a\varphi+\int b(E')\psi_{E'}dE'$ with
\begin{equation}
b(E')=a\,V(E')\Big[\mathrm P\frac1{E-E'}+\pi\epsilon\,\delta(E-E')\Big].
\label{b}
\end{equation}

\emph{Proof.} Projecting $H\Psi_E=E\Psi_E$ on $\varphi$ and on $\psi_{E'}$ gives
\begin{equation}
(E-E_\varphi)a=\int V(E')b(E')dE',\qquad (E-E')b(E')=V(E')a .
\label{proj}
\end{equation}
Since $x\,\mathrm P(1/x)=1$ and the solutions of $xf(x)=0$ are multiples of $\delta(x)$, the second equation has the general solution $b=aV\,\mathrm P(E-E')^{-1}+c\,\delta(E-E')$. If $a$ were zero, the first equation would read $0=cV(E)$, so $c=0$ and nothing would remain. Thus $a\neq0$ and we may write $c=a\,z\,V(E)$. The first equation becomes $E-E_\varphi=F(E)+zV(E)^2$, that is, $z=\pi\epsilon$. $\square$

The delta term is the original continuum wave; the principal-value term is the response of the continuum to the discrete state.

\paragraph{Lemma 2 (normalization).} For $\langle\Psi_E|\Psi_{E'}\rangle=\delta(E-E')$,
\begin{equation}
a(E)^2=\frac1{\pi^2V(E)^2(1+\epsilon^2)} .
\label{a2}
\end{equation}

\emph{Proof.} We avoid products of principal values by computing $G(\zeta)=\langle\varphi|(\zeta-H)^{-1}|\varphi\rangle$ in two ways, for $\zeta=E-i\eta$ with $\eta\to0^+$. First, let $(\zeta-H)\chi=\varphi$ with $\chi=\alpha\varphi+\int\beta(E')\psi_{E'}dE'$. Then $G=\alpha$ and
\begin{equation}
(\zeta-E_\varphi)\alpha-\int V\beta\,dE'=1,\qquad(\zeta-E')\beta=V\alpha .
\end{equation}
Eliminating $\beta$, which is an ordinary division for complex $\zeta$,
\begin{equation}
G(\zeta)=\Big[\zeta-E_\varphi-\int\frac{V(E')^2}{\zeta-E'}dE'\Big]^{-1}.
\end{equation}
Because $1/(x-i\eta)=(x+i\eta)/(x^2+\eta^2)\to\mathrm P(1/x)+i\pi\delta(x)$, the integral tends to $F+i\pi V^2$. Therefore
\begin{equation}
\mathrm{Im}\,G=\mathrm{Im}\,\frac1{E-E_\varphi-F-i\pi V^2}=\frac{\pi V^2}{(E-E_\varphi-F)^2+\pi^2V^4}.
\end{equation}
Second, expand $G$ in eigenstates of $H$: $G(\zeta)=\int a(E')^2(\zeta-E')^{-1}dE'$, plus terms from any bound states outside the continuum. Those terms are real at $E$, so $\mathrm{Im}\,G=\pi a(E)^2$. Equating the two results and inserting $E-E_\varphi-F=\pi V^2\epsilon$ gives (\ref{a2}). $\square$

\paragraph{Proof of the theorem.} By (\ref{b}) and the definitions (\ref{q}),
\begin{align}
\langle\Psi_E|T|g\rangle&=a\,t_\varphi+\int b(E')t(E')dE'\nonumber\\
&=a\,[t_\Phi+\pi\epsilon Vt]=a\,\pi Vt\,(q+\epsilon).
\end{align}
Squaring and using (\ref{a2}), the factor $\pi^2V^2$ cancels and (\ref{fano}) follows. $\square$

The numerical check diagonalizes a finely discretized band with energy-dependent $V$ and $t$. For the levels within 0.08 energy units of $E_\varphi$, a few widths on either side, its strengths agree with the theorem within $1.3\times10^{-4}$ of the peak strength.

\section{Near an isolated resonance}

\paragraph{Corollary 1 (width and decay).} Let $E_r=E_\varphi+F(E_r)$. To first order in $E-E_r$, and with $V$ held at its value at $E_r$,
\begin{equation}
\epsilon=\frac{2(E-E_r)}{\Gamma},\qquad \Gamma=\frac{2\pi V^2}{1-F'(E_r)} .
\end{equation}
This follows from $E-E_\varphi-F(E)\approx(1-F')(E-E_r)$. Inserted in (\ref{a2}), it gives
\begin{equation}
a(E)^2\approx\frac1{1-F'}\;\frac{\Gamma/2\pi}{(E-E_r)^2+\Gamma^2/4}.
\end{equation}
A system prepared in $\varphi$ has survival amplitude $\int a^2e^{-iEt/\hbar}dE$. For $t>0$ we close the contour in the lower half-plane around $E_r-i\Gamma/2$ and obtain $e^{-iE_rt/\hbar-\Gamma t/2\hbar}/(1-F')$. The probability thus falls as $e^{-\Gamma t/\hbar}$, in the regime where one Lorentzian represents $a^2$. In the discretized model, the width from the coupling is $0.024012$ and the decay rate from time evolution is $0.024020$, in its units with $\hbar=1$.

\paragraph{Corollary 2 (shape).} For constant $q\neq0$ let $f(\epsilon)=(q+\epsilon)^2/(1+\epsilon^2)$. Then
\begin{equation}
f'=\frac{2(q+\epsilon)(1+\epsilon^2)-2\epsilon(q+\epsilon)^2}{(1+\epsilon^2)^2}
=\frac{2(q+\epsilon)(1-q\epsilon)}{(1+\epsilon^2)^2}.
\end{equation}
There is a zero at $\epsilon=-q$ and a maximum $f(1/q)=1+q^2$. For negative $q$ the zero lies above the resonance energy and the maximum below it. Also
\begin{equation}
f-1=\frac{q^2-1+2q\epsilon}{1+\epsilon^2},
\label{fminus}
\end{equation}
whose odd part cancels in a symmetric integral, leaving an excess $\pi(q^2-1)$ over the background, integrated over $\epsilon$. Near the resonance, strength is thus added when $|q|>1$ and removed when $|q|<1$. This holds for the constant-parameter profile only. Over the whole spectrum, completeness of the eigenstates fixes the total strength at $t_\varphi^2+\int t^2dE$, so strength missing near the resonance reappears farther away, where $q$ can no longer be taken as constant.

Two limits show the competing paths. If $t_\Phi=0$, then $q=0$ and the profile is a dip $\epsilon^2/(1+\epsilon^2)$. If $t\to0$ at fixed $t_\Phi$, then $|q|\to\infty$ while $t^2f\to t_\Phi^2/[\pi^2V^2(1+\epsilon^2)]$, a Lorentzian line.

\paragraph{Remark (when the zero is lost).} Suppose several continua $\psi_{jE}$ are open, with real couplings $V_j$. At each energy the combination $\sum_jV_j\psi_{jE}/(\sum_jV_j^2)^{1/2}$ carries the whole coupling to $\varphi$, and the combinations orthogonal to it carry none. The theorem applies to the first; the others add their own strengths unchanged, so the minimum is in general not zero. The constant-parameter profile also fails if another resonance or a threshold makes $F$, $V$, $t$ or $t_\Phi$ vary appreciably within a few $\Gamma$.

\section{Reading $q$ from a resonance pole}

For an atom, $\varphi$ and $\psi_E$ are not given in advance. The parameters can instead be found from the pole of the resolvent, exactly so when they are constant across the resonance. When $V$, $t$ and $t_\Phi$ vary with energy, the pole samples them at the complex energy $E_r-i\Gamma/2$, and the $q$ read from it differs from the value of (\ref{q}) at $E_r$ by an amount of order $(1+q^2)\Gamma/W$, where $W$ is the energy scale over which these quantities vary. At fixed $q$ this vanishes with $\Gamma$. If instead $V$ is scaled down at fixed $t_\varphi$, then $q^2\Gamma$ stays finite and the difference tends to the constant $-t_\varphi^2V'/(\pi Vt^2)$; only its ratio to $q$ vanishes.

\paragraph{Lemma 3.} Let the strength near the resonance be $S(E)=S_0f(\epsilon)$ with constant $S_0=t^2$ and $q$, and let the pole contribute $\pi^{-1}\mathrm{Im}[d^2/(E_r-i\Gamma/2-E)]$. Then
\begin{equation}
q=-\frac{\mathrm{Re}\,d}{\mathrm{Im}\,d},\qquad S_0=\frac{2(\mathrm{Im}\,d)^2}{\pi\Gamma}.
\label{pole}
\end{equation}

\emph{Proof.} Since $(q-i)^2=q^2-1-2iq$ and $1/(\epsilon+i)=(\epsilon-i)/(1+\epsilon^2)$,
\begin{equation}
\mathrm{Im}\Big[-\frac{(q-i)^2}{\epsilon+i}\Big]=\frac{q^2-1+2q\epsilon}{1+\epsilon^2}=f-1 .
\end{equation}
The pole term has denominator $E_r-i\Gamma/2-E=-(\Gamma/2)(\epsilon+i)$ and equals $\mathrm{Im}[-(2d^2/\pi\Gamma)/(\epsilon+i)]$. The part of $S$ that varies on the scale $\Gamma$ must be the same in both forms for all $\epsilon$, so $2d^2/(\pi\Gamma)=S_0(q-i)^2$. Hence $d=s(q-i)$ with $s$ real and $s^2=\pi\Gamma S_0/2$. Its real and imaginary parts are $sq$ and $-s$, which gives (\ref{pole}). $\square$

To obtain $d$, start from
\begin{equation}
S(E)=\frac1\pi\,\mathrm{Im}\,\langle g|T(H-E-i0)^{-1}T|g\rangle ,
\end{equation}
which is the strength per unit energy because $\mathrm{Im}(x-i0)^{-1}=\pi\delta(x)$. Now rotate all electron radii, $r\to re^{i\theta}$. Kinetic energy $K$ scales as $r^{-2}$ and the Coulomb energy $U$ as $r^{-1}$, so
\begin{equation}
H(\theta)=e^{-2i\theta}K+e^{-i\theta}U ,
\end{equation}
and a dipole operator acquires $e^{i\theta}$. For real functions the matrix element is an integral without complex conjugation, and turning its contour leaves the value unchanged as long as the integrand is analytic and decays.

The rotation makes the resonance an ordinary eigenvector. At the pole the outgoing electron has wave number $k=|k|e^{-i\beta}$ with small $\beta>0$, and $e^{ikr}$ grows with $r$. After rotation its modulus is $\exp[-|k|r\sin(\theta-\beta)]$, which decays if $\theta>\beta$. In a real orthonormal basis $H(\theta)$ is a complex symmetric matrix. Its eigenvectors $X_n$, normalized by $X_n^{\mathsf T}X_n=1$, give $(H(\theta)-E)^{-1}=\sum_nX_nX_n^{\mathsf T}/(E_n-E)$. With $g(\theta)$ the ground state of the rotated Hamiltonian, normalized in the same way, and $d_n=X_n^{\mathsf T}T(\theta)g(\theta)$, this yields $S=\pi^{-1}\mathrm{Im}\sum_nd_n^2/(E_n-E)$. The term with $E_n=E_r-i\Gamma/2$ supplies $d$, up to a sign that drops out of (\ref{pole}).

\section{Helium 2s2p $^1$P}

\paragraph{Why one continuum.} We use the nonrelativistic Hamiltonian with a fixed nucleus and neglect radiative decay. The computed thresholds for leaving He$^+$ with $N=1$ and $N=2$ lie 24.58 and 65.39 eV above the ground state; a larger basis raises both by about 0.01 eV. Near 60 eV the ion can thus be left only in 1s. One photon leads from $^1$S to $^1$P, so the free electron is a p wave: the single continuum is $1s\varepsilon p\,{}^1$P. The name 2s2p labels the state's main configuration.

\paragraph{Calculation.} The radial functions are $r^{l+1}e^{-\lambda r}$ times Laguerre polynomials, $\lambda=1.5$ bohr$^{-1}$, with 16, 16, 12, 10 and 8 functions for $l=0,\dots,4$. The ground state is expanded in ss, pp, dd and ff configurations, the $^1$P states in sp, pd, df and fg. At $\theta=0.45$ the resonance lies at 60.145 eV with width 37.18 meV. The worked profile below takes 60.15 eV and 37 meV as assumed input values. The dipole of the computed pole at $\theta=0.45$ is, up to an overall sign, $d=0.03600+0.01302\,i$ atomic units, so
\begin{equation}
q=-\frac{0.03600}{0.01302}=-2.765 .
\end{equation}
Taking $\theta=0.40$ or $0.50$ changes $q$ by at most 0.001. Keeping only ss, pp and sp, pd gives $q=-2.729$, a shift of 0.036, and moves the position to 60.093 eV, a shift of 0.052 eV. Larger bases (up to 24 radial functions, up to two more angular configurations, $\lambda=1.5$ or $2.0$ bohr$^{-1}$) give $q$ between $-2.760$ and $-2.770$, a position between 60.144 and 60.149 eV and a width between 37.1 and 37.3 meV; the original basis size with $\lambda=2.0$ bohr$^{-1}$ gives a width of 38.2 meV. The second decimal of $q$ and of the position and the first decimal of the width thus depend on the basis; the further digits are carried only for the arithmetic.

The full resolvent gives $S(E)$ without singling out the pole. Divided by $S_0$ from (\ref{pole}), it can be set against Fano's curve with nothing adjusted:

\begin{center}
\begin{tabular}{rrr}
$\epsilon$ & resolvent & $f(\epsilon)$\\
$-10.000$ & 1.6148 & 1.6133\\
$-2.000$ & 4.5351 & 4.5406\\
$-0.362$ & 8.6371 & 8.6439\\
$1.000$ & 1.5491 & 1.5572\\
$2.765$ & $-0.0096$ & 0.0000\\
$10.000$ & 0.5025 & 0.5183
\end{tabular}
\end{center}

The largest deviation at the computed points is 0.18\% of the peak. The value at $\epsilon=2.765$ is negative, which no true strength can be. It is an error of the finite basis: a truncated complex symmetric matrix does not guarantee a positive result, and with 24, 24, 16, 12 and 10 radial functions the value shrinks to $-0.005$. Since the true value cannot lie below zero, the error there is at least 0.0096, about 1\% of the background and $0.0096/8.64\approx0.1\%$ of the peak.

\paragraph{The profile at the assumed position and width.} With $\Gamma/2=18.5$ meV,
\begin{align}
E_{\rm zero}&=E_r-\tfrac12q\Gamma=60.15\ \mathrm{eV}+2.765\times18.5\ \mathrm{meV}=60.201\ \mathrm{eV},\\
E_{\rm max}&=E_r+\frac{\Gamma}{2q}=60.15\ \mathrm{eV}-\frac{18.5\ \mathrm{meV}}{2.765}=60.143\ \mathrm{eV}.
\end{align}
The offsets from $E_r$ are 51 and $-7$ meV; the absolute energies are no surer than $E_r$ itself. Absorption peaks just below the resonance energy and vanishes 58 meV above the peak. The peak stands at $1+q^2=8.64$ times the background; the smaller angular basis would give $1+2.729^2=8.45$.

For the cross section, take light polarized along $z$, $T=z_1+z_2$ (the sum over both electrons), and atomic units. A field $\mathcal E\cos\omega t$ has an absorbing part of amplitude $\mathcal E/2$, so the golden rule gives the rate $2\pi(\mathcal E/2)^2S$. The intensity is $c\,\mathcal E^2/8\pi$. Absorbed power over intensity is
\begin{equation}
\sigma=\frac{\omega\,\pi\mathcal E^2S/2}{c\,\mathcal E^2/8\pi}=4\pi^2\alpha\,\omega S,\qquad \alpha=\frac1c .
\end{equation}
The computed $S_0=0.07898$ bohr$^2$/hartree corresponds to a background of 1.408 Mb and a peak of $1.408\times8.64=12.17$ Mb; given the basis errors above, these should be read as about 1.4 Mb and 12 Mb.

Finally, neglecting $F'$ in Corollary 1, the coupling strength is $V^2=\Gamma/2\pi=37\ \mathrm{meV}/2\pi\approx5.9$ meV. The lifetime $\hbar/\Gamma$ is about 18 fs. After this time, with $F'$ neglected, a fraction $1/e$ of the atoms prepared in the discrete state is still in it; in the others the repulsion between the electrons has returned one of them to 1s and ejected the other.

\section*{Computed values}
\begin{verbatim}
MODEL (energies in arbitrary units, hbar = 1)
discrete energy E_phi           0.1000
shifted resonance energy        0.09967
width from coupling             0.024012
decay rate from time evolution  0.024020
largest phase error             1.1e-12 rad
largest admixture error / peak  1.6e-04
largest strength error / peak   1.3e-04
HELIUM, computed
radial exponent                 1.5 1/bohr
radial functions for l=0..4     [16, 16, 12, 10, 8]
ground-state energy             -2.90313 hartree
oscillator-strength sum         2.0005
N=1 threshold above ground      24.58 eV
N=2 threshold above ground      65.39 eV
theta/rad  position/eV  width/meV  q
0.40  60.144  37.20  -2.765
0.45  60.145  37.18  -2.765
0.50  60.145  37.17  -2.764
smaller angular basis (ss,pp; sp,pd), theta = 0.45 rad:
60.093 eV  37.21 meV  q = -2.729
pole dipole (sign arbitrary)    0.03600 +0.01302i a.u.
background strength             0.07898 bohr^2/hartree
background cross section        1.408 Mb
eps  strength/background: resolvent, Fano
 -10.000    1.6148    1.6133
  -5.000    2.3161    2.3189
  -2.000    4.5351    4.5406
  -1.000    7.0804    7.0867
  -0.362    8.6371    8.6439
   0.000    7.6367    7.6439
   1.000    1.5491    1.5572
   2.000    0.1081    0.1170
   2.765   -0.0096    0.0000
   5.000    0.1807    0.1922
  10.000    0.5025    0.5183
largest deviation / peak        1.8e-03
HELIUM, stated position and width with computed q
position                        60.15 eV
width                           37.0 meV
q                               -2.76
zero: eps, photon energy        2.765, 60.2011 eV
maximum: eps, photon energy     -0.362, 60.1433 eV
zero minus maximum              57.8 meV
peak / background               8.64
peak cross section              12.17 Mb
V^2 = width/(2 pi)              5.89 meV
lifetime                        17.8 fs
integrated excess over eps      20.87
\end{verbatim}
